\section*{Exchange energy for RPA with fractional occupations: Fock versus frequency integral}

\section{Which exchange energy to add to an RPA correlation energy}

A random-phase-approximation (RPA) total energy of a metal is computed on a finite $k$ mesh with smeared occupations $f_n$, and the correlation part is integrated along the imaginary frequency axis. The exchange energy added to it can be coded in two ways: as the Fock expression with products $f_nf_m$, or as the first-order term of the same frequency integral. The two generally differ when occupations are fractional. A code that integrates $\chi_0(i\omega)$ over continuous $\omega$ must weight each exchange integral with the occupation of the higher of the two levels. The product weight belongs with a Matsubara sum and Fermi--Dirac occupations. The difference is therefore not a property of the fluctuation-dissipation theorem; it comes from applying the zero-temperature frequency integral to a fractionally occupied response.

\section{Definitions}

Units are Rydberg atomic units: $\hbar=1$, $e^2=2$, free-electron energy $k^2$, and temperatures in Ry. The spin orbitals $\psi_n$ are a complete orthonormal set of eigenfunctions of a fixed one-particle Hamiltonian $h$ with eigenvalues $\varepsilon_n$. The occupations depend on energy alone, $f_n=f(\varepsilon_n)$, with $f(\infty)=0$. The interaction $v(r,r')$ is real, symmetric and spin independent, and integrals over $r$ include the spin sum. The exchange integrals are
\begin{equation}
K_{nm}=\iint \psi_n^*(r)\psi_m(r)\,v(r,r')\,\psi_m^*(r')\psi_n(r').
\end{equation}
Exchanging $r\leftrightarrow r'$ shows $K_{nm}=K_{mn}$. Since $K_{nm}$ has the form $\iint\rho\, v\rho^*$ with $\rho=\psi_n^*\psi_m$, it is real, and $K_{nm}\ge0$ if $v$ is positive definite, as the Coulomb interaction is. The two candidates are
\begin{align}
E_{\rm Fock}&=-\tfrac12\sum_{nm}f_nf_mK_{nm},\label{fock}\\
E_{\rm FD}&=\tfrac12\iint v(r,r')\Big[-\frac1\pi\int_0^\infty\! d\omega\,\chi_0(r,r';i\omega)-n(r)\delta(r-r')\Big].\label{fd}
\end{align}
The subscript FD stands for fluctuation-dissipation. The first term in the bracket plays the part of the density fluctuation $\langle\delta\hat n(r)\,\delta\hat n(r')\rangle$, and the second removes the interaction of each electron with itself.

The response follows from the Liouville equation $i\dot\rho=[h+V,\rho]$ for the one-particle density matrix, with $\rho_0=f(h)$. For a perturbation $Ve^{-izt}$ the first-order equation is $z\,\delta\rho=[h,\delta\rho]+[V,\rho_0]$, whose $(m,n)$ element reads $(z-\varepsilon_m+\varepsilon_n)\delta\rho_{mn}=(f_n-f_m)V_{mn}$. With $\delta n(r)=\sum\psi_m(r)\delta\rho_{mn}\psi_n^*(r)$, $V_{mn}=\int\psi_m^*V\psi_n$ and $z=i\omega$,
\begin{equation}
\chi_0(r,r';i\omega)=\sum_{nm}\frac{f_n-f_m}{i\omega+\Delta_{nm}}\,\psi_n^*(r)\psi_m(r)\psi_m^*(r')\psi_n(r'),\label{chi}
\end{equation}
where $\Delta_{nm}=\varepsilon_n-\varepsilon_m$. Degenerate pairs have $f_n=f_m$ and are absent at every $\omega\ne0$.

\section{The pair weight and the correction}

Contracting (\ref{chi}) with $v$ gives $K_{nm}$. Because $K$ is symmetric, each term may be averaged with its $n\leftrightarrow m$ image:
\begin{equation}
{\rm Tr}[v\chi_0]=\sum_{nm}\frac{f_n-f_m}{2}\Big[\frac1{i\omega+\Delta}-\frac1{i\omega-\Delta}\Big]K_{nm}
=\sum_{nm}\frac{(f_n-f_m)\Delta}{\Delta^2+\omega^2}K_{nm}.\label{sym}
\end{equation}
The frequency integral is an arctangent, $\frac1\pi\int_0^\infty\Delta\,d\omega/(\Delta^2+\omega^2)=\frac12\,{\rm sgn}\,\Delta$. In the second term of (\ref{fd}), completeness gives $\delta(r-r')=\sum_m\psi_m(r)\psi_m^*(r')$, and under the delta function $n(r)=\sum_nf_n\psi_n^*(r)\psi_n(r')$. Hence $\iint v\,n\delta=\sum f_nK_{nm}=\sum\frac12(f_n+f_m)K_{nm}$, and
\begin{equation}
E_{\rm FD}=-\tfrac12\sum_{nm}\Big[\tfrac12(f_n+f_m)+\tfrac12(f_n-f_m)\,{\rm sgn}\,\Delta_{nm}\Big]K_{nm}.
\end{equation}
The bracket is $f_n$ for $\varepsilon_n>\varepsilon_m$, $f_m$ for $\varepsilon_n<\varepsilon_m$, and the common value for a degenerate pair. With $\varepsilon_>$ and $\varepsilon_<$ the larger and smaller of the two energies, and $f_nf_m=f(\varepsilon_>)f(\varepsilon_<)$,
\begin{align}
E_{\rm FD}&=-\tfrac12\sum_{nm}f(\varepsilon_>)K_{nm},\label{main}\\
\Delta E\equiv E_{\rm FD}-E_{\rm Fock}&=-\tfrac12\sum_{nm}f(\varepsilon_>)\,[1-f(\varepsilon_<)]\,K_{nm}.\label{corr}
\end{align}
For the bare Coulomb interaction the two terms of (\ref{fd}) diverge separately; the derivation holds for a softened $v$, and (\ref{main}) has a finite limit when the softening is removed. Equation (\ref{main}) is the form to implement. It contains only pairs whose upper level is occupied, so no empty states enter, whereas (\ref{fd}) loses the cancellation if the sum over states in $\chi_0$ is truncated while the $n\delta$ term is kept exact. The weight is continuous at a degeneracy, so no tolerance on ${\rm sgn}\,\Delta$ is needed, and it is constant within a degenerate shell, so the result does not depend on the basis chosen there.

For non-increasing $f$ with $0\le f\le1$ the weight is $\min(f_n,f_m)$, and $\Delta E\le0$ for positive-definite $v$. For integer filling from the bottom, $f(\varepsilon_>)=1$ forces $f(\varepsilon_<)=1$, so $\Delta E=0$. Methfessel--Paxton occupations are not monotonic and leave $[0,1]$; then (\ref{main}) and (\ref{corr}) hold, while the minimum form fails and the sign of $\Delta E$ is no longer guaranteed. Degenerate pairs, including $n=m$, contribute $-\frac12\sum f(1-f)K$. This part survives zero smearing in a finite system with an open shell. For a single fractionally occupied orbital the Hartree energy $\frac12f^2K$ is cancelled by $E_{\rm Fock}$, and $E_{\rm FD}$ leaves $-\frac12f(1-f)K$.

Since $f(\infty)=0$, $f(\varepsilon_>)=\int_{\varepsilon_>}^\infty(-f')\,d\mu'$, and the lower limit can be written as a product of two step functions:
\begin{equation}
E_{\rm FD}=\int d\mu'\,[-f'(\mu')]\Big\{-\tfrac12\sum_{nm}\theta(\mu'-\varepsilon_n)\theta(\mu'-\varepsilon_m)K_{nm}\Big\}.\label{ens}
\end{equation}
The braces hold the exchange energy of the determinant filled sharply up to $\mu'$. Thus $E_{\rm FD}$ is an average over sharp Fermi levels at fixed orbitals, in which the occupations of different levels are fully correlated. The weights $-f'$ are signed when $f$ is not monotonic.

\section{The thermal theorem returns the Fock form}

In the non-interacting grand-canonical ensemble the occupations are independent, with $f=1/(e^{(\varepsilon-\mu)/T}+1)$. The average $\langle c_a^\dagger c_bc_c^\dagger c_d\rangle$ vanishes unless the operators restore the occupations, which leaves $\delta_{ab}\delta_{cd}f_af_c+\delta_{ad}\delta_{bc}f_a(1-f_b)$; for four equal indices this gives $f^2+f(1-f)=f$, as $\hat n_a^2=\hat n_a$ requires. The first term is the product of mean densities. The second is the fluctuation, and the exchange energy is $\frac12\sum[f_n(1-f_m)-f_n]K_{nm}=E_{\rm Fock}$.

The same fluctuation is obtained from (\ref{sym}) if $\frac1\pi\int_0^\infty d\omega$ is replaced by $T\sum_l$ over $\omega_l=2\pi Tl$, all integers $l$. The partial-fraction series $\coth x=\sum_lx/(x^2+\pi^2l^2)$ at $x=\Delta/2T$ gives $T\sum_l\Delta/(\Delta^2+\omega_l^2)=\frac12\coth(\Delta/2T)$. Let $A=f_n(1-f_m)$ and $B=f_m(1-f_n)$. Then $A-B=f_n-f_m$, and $f/(1-f)=e^{-(\varepsilon-\mu)/T}$ gives $A=Be^{-\Delta/T}$, so $(A+B)/(A-B)=-\coth(\Delta/2T)$ and
\begin{equation}
-\tfrac12(f_n-f_m)\coth(\Delta/2T)=\tfrac12(A+B).
\end{equation}
This is the symmetrized grand-canonical weight for $\Delta\ne0$. Degenerate pairs require the $l=0$ term to be the isothermal response, the change of $f(h+V)$ at fixed $\mu$ and $T$. Diagonalizing $V$ within a shell shifts each level by $\delta\varepsilon$ and its occupation by $f'\delta\varepsilon$, so the pair factor is $f'$, and $-Tf'=f(1-f)=\frac12(A+B)$. The Matsubara sum therefore equals $E_{\rm Fock}$, and $\Delta E$ is the integral minus the sum. With $n_B(u)=1/(e^{u}-1)$ and $\coth(u/2)-1=2n_B(u)$, replacing $\coth$ by ${\rm sgn}$ removes $|f_n-f_m|\,n_B(|\Delta|/T)$ from each pair weight, which agrees with (\ref{corr}) through
\begin{equation}
f(\varepsilon_>)[1-f(\varepsilon_<)]=[f(\varepsilon_<)-f(\varepsilon_>)]\,n_B(|\Delta|/T),\label{bose}
\end{equation}
a rearrangement of $A=Be^{-\Delta/T}$. This section holds for Fermi--Dirac occupations only.

\section{Sum rule, the $q=0$ term and consistency with $E_c$}

Integrating (\ref{chi}) over $r'$ gives $\delta_{nm}$, for which $f_n-f_m=0$. The frequency-integrated fluctuation thus carries no particle-number fluctuation, and the bracket of (\ref{fd}) divided by $n(r)$, the exchange hole, integrates to $-1$. In the Fock form the number fluctuation is $\sum f(1-f)$, and the hole at $r$ integrates to $-\sum f_n^2|\psi_n(r)|^2/n(r)$. A constant $c$ added to $v$ adds $c\,\delta_{nm}$ to $K_{nm}$, and shifts $E_{\rm FD}$ by $-\frac c2\sum f_n$ and $E_{\rm Fock}$ by $-\frac c2\sum f_n^2$. On a $k$ mesh the regularized $q+G=0$ Coulomb element is such a constant, so the singularity correction must be weighted with $f$ when (\ref{main}) is used.

In RPA the response at coupling $\lambda$ is $\chi_\lambda=(1-\lambda\chi_0v)^{-1}\chi_0$, and $-\int_0^1d\lambda\,{\rm Tr}[v\chi_\lambda]={\rm Tr}\ln(1-\chi_0v)$. The exchange-correlation energy, formula (\ref{fd}) with $\chi_\lambda$ averaged over $\lambda$, is $\frac1{2\pi}\int_0^\infty d\omega\,{\rm Tr}\ln(1-\chi_0v)-\frac12\iint vn\delta$. Subtracting (\ref{fd}) defines
\begin{equation}
E_c=\frac1{2\pi}\int_0^\infty d\omega\,{\rm Tr}[\ln(1-\chi_0v)+\chi_0v].\label{ec}
\end{equation}
The term $+\chi_0v$ removes exactly the first-order piece contained in $E_{\rm FD}$. Adding $E_{\rm Fock}$ in its place changes the total by $-\Delta E$. The pairing of $E_{\rm Fock}$ with a Matsubara-summed correlation term is also consistent; it is a different quantity at finite smearing and is not evaluated here.

\section{The unpolarized electron gas}

For plane waves in volume $V$, $K=8\pi/(V|\mathbf k-\mathbf k'|^2)$ for equal spins. For any pair weight $W$, the two spins cancel the factor $\frac12$. The angular integral is $\iint d\Omega\,d\Omega'/|\mathbf k-\mathbf k'|^2=8\pi^2L/(kk')$ with $L=\ln|(k+k')/(k-k')|$, from $\int_{-1}^1dc/(k^2+k'^2-2kk'c)=L/(kk')$. The prefactor is $8\pi\cdot8\pi^2/(2\pi)^6=1/\pi^3$:
\begin{equation}
\frac EV=-\frac1{\pi^3}\iint kk'LW\,dk\,dk'.\label{gas}
\end{equation}

\subsection{Closed forms}

For $W=f(\varepsilon_>)$ the region $k'<k$ counts twice. With $k'=ks$, the series $\ln\frac{1+s}{1-s}=2\sum_js^{2j+1}/(2j+1)$ gives $\int_0^1sL\,ds=\sum_j2/[(2j+1)(2j+3)]=1$, a telescoping sum. Then $E_{\rm FD}/V=-(2/\pi^3)\int k^3f\,dk=-(1/\pi^3)\int_0^\infty\varepsilon f\,d\varepsilon$ for any smearing function. Sharp filling gives $-k_F^4/2\pi^3$, or $-3k_F/2\pi$ per electron with $n=k_F^3/3\pi^2$.

For Fermi--Dirac $f$ set $\eta=\mu/T>0$, $\varepsilon=\mu+Tx$, $\phi(x)=1/(e^x+1)$, and use $\phi(x)=1-\phi(-x)$ for $x<0$:
\begin{align}
\int_0^\infty\!\varepsilon f\,d\varepsilon&=\frac{\mu^2}2+T\!\int_0^\infty\!(\mu+Tx)\phi\,dx-T\!\int_0^\eta\!(\mu-Tx)\phi\,dx\nonumber\\
&=\frac{\mu^2}2+2T^2\!\int_0^\infty\! x\phi\,dx-T^2\!\int_0^\infty\! y\,\phi(y+\eta)\,dy .
\end{align}
The second line extends the last integral to infinity and removes the excess with $x=\eta+y$. Expanding $\phi(x)=\sum_{j\ge1}(-1)^{j+1}e^{-jx}$ gives $\int_0^\infty x\phi\,dx=\pi^2/12$ and turns the last term into a dilogarithm:
\begin{equation}
\frac{E_{\rm FD}}V=-\frac1{\pi^3}\Big[\frac{\mu^2}2+\frac{\pi^2T^2}6+T^2{\rm Li}_2(-e^{-\eta})\Big].\label{closed}
\end{equation}

The Fock energy is simplest in real space. The density matrix per spin is $g(r)=(1/2\pi^2r)\int kf\sin kr\,dk$, and $E_{\rm Fock}/V=-\int d^3r\,(2/r)g^2=-8\pi\int rg^2dr$. Define $g_1(r)=\frac1\pi\int_0^\infty f\cos kr\,dk$; differentiation gives $g=-g_1'/(2\pi r)$. Because $\partial_\mu f=-(1/2k)\partial_kf$, one integration by parts with vanishing boundary terms gives $\partial_\mu g=g_1/4\pi$. Then
\begin{equation}
\partial_\mu\frac{E_{\rm Fock}}V=-16\pi\!\int_0^\infty\! r g\,\partial_\mu g\,dr=\frac2\pi\int_0^\infty\! g_1'g_1dr=-\frac1{\pi^3}\Big(\int_0^\infty\! f\,dk\Big)^2,\label{fockmu}
\end{equation}
to be integrated from $\mu=-\infty$, where the energy vanishes.

\subsection{Structure factors}

In Fourier space $E/N=\frac12\int\frac{d^3q}{(2\pi)^3}\frac{8\pi}{q^2}(S-1)=\frac2\pi\int_0^\infty(S-1)\,dq$, with $S_{\rm FD}=-\frac1{\pi n}\int_0^\infty\chi_0\,d\omega$. In the symmetrized form (\ref{sym}) the substitution $\mathbf k\to-\mathbf k-\mathbf q$ maps the $f_{\mathbf k+\mathbf q}$ term on the $f_{\mathbf k}$ term, so $\chi_0=-2\int\frac{d^3k}{(2\pi)^3}f\,\frac{2D}{D^2+\omega^2}$ with $D=q^2+2kqc$ and $c$ the cosine of the angle between $\mathbf k$ and $\mathbf q$. Since $dD=2kq\,dc$,
\begin{equation}
\chi_0(q,i\omega)=-\frac1{4\pi^2q}\int_0^\infty\! dk\,kf\ln\frac{a^2+\omega^2}{b^2+\omega^2},\qquad a,b=q^2\pm2kq.\label{lind}
\end{equation}
The $\omega$ integral of the logarithm is $\pi(|a|-|b|)$, since its $a$ derivative is $\pi\,{\rm sgn}\,a$ and it vanishes at $|a|=|b|$. For $k>q/2$, $|a|-|b|=2q^2$, and $\int kf\,dk=\frac T2\ln(1+e^\eta)$, so $S_{\rm FD}\to qT\ln(1+e^\eta)/(4\pi^2n)$ as $q\to0$. The Fock weight gives $S_{\rm Fock}=1-\frac2n\int\frac{d^3k}{(2\pi)^3}f_{\mathbf k}f_{\mathbf k+\mathbf q}$, and $f(1-f)=T\partial_\mu f$ gives $S_{\rm Fock}(0)=(T/n)\partial n/\partial\mu\neq0$.

For $q\to0$ at fixed $\omega$ the logarithm tends to $(a^2-b^2)/\omega^2=8kq^3/\omega^2$; with $n=\pi^{-2}\int k^2f\,dk$, $\chi_0\to-2nq^2/\omega^2$ and $v\chi_0\to-\omega_p^2/\omega^2$, $\omega_p^2=16\pi n$. The RPA response is $-2nq^2/(\omega^2+\omega_p^2)$, and $S_{\rm RPA}\to q^2/\omega_p$. The window $\omega\lesssim2k_Fq$, where the expansion fails, adds at most $O(q^3)$ because $|\chi_0/(1-v\chi_0)|<1/v=q^2/8\pi$. This $q^2$ law expresses perfect screening. The mixed pairing implies $S_{\rm Fock}+S_{\rm RPA}-S_{\rm FD}\to S_{\rm Fock}(0)$ and violates it. The energy error stays finite because the measure is $dq$.

\subsection{Low-temperature form of the correction}

Insert (\ref{corr}) in (\ref{gas}), use $k\,dk=d\varepsilon/2$, count $\varepsilon>\varepsilon'$ twice, and write $L=\ln[(k+k')^2/(\varepsilon-\varepsilon')]$. With $\varepsilon=\mu+Tx$, $\varepsilon'=\mu+Ty$, $u=x-y$,
\begin{equation}
\frac{\Delta E}V=-\frac{T^2}{2\pi^3}\int_{-\eta}^\infty\! dy\int_0^\infty\! du\;\phi(x)[1-\phi(y)]\ln\frac{(k+k')^2}{Tu}.\label{dbl}
\end{equation}
This is exact. For $\eta\gg1$ the weight is of order $e^{-\eta}$ at $y=-\eta$, so the limit moves to $-\infty$ in an asymptotic expansion. With $\alpha=x/\eta$, $\beta=y/\eta$, $k+k'=2\sqrt\mu\,[1+\frac{\alpha+\beta}4-\frac{\alpha^2+\beta^2}{16}+\dots]$, and the logarithm is
\begin{equation}
\ln4\eta-\ln u+\frac{\alpha+\beta}2-\frac{\alpha^2+\beta^2}8-\frac{(\alpha+\beta)^2}{16}+\dots
\end{equation}
The map $(x,y)\to(-y,-x)$ preserves $u$ and the weight, and reverses the sign of every symmetric term of odd degree, so those terms vanish. With $m=(x+y)/2$, $x^2+y^2=2m^2+u^2/2$, and the quadratic terms are $-(m^2/2+u^2/16)/\eta^2$.

By (\ref{bose}) the weight is $n_B(u)\int_0^up(y+t)\,dt$ with $p=-\phi'$, which is even and normalized; its $y$ integral is $u\,n_B(u)$. With $z=y+t$, $m=z+(u/2-t)$, so at fixed $u$ the mean of $m^2$ is $\langle z^2\rangle+u^2/12$, where $\langle z^2\rangle=2\int_0^\infty z^2p\,dz=4\int_0^\infty z\phi\,dz=\pi^2/3$. The quadratic term averages to $-(\pi^2/6+5u^2/48)/\eta^2$. Expanding $n_B=\sum_je^{-ju}$ gives $\int u^{s-1}n_B\,du=\Gamma(s)\zeta(s)$, equal to $\pi^2/6$ at $s=2$ and $\pi^4/15$ at $s=4$. The mean of $u^2$ is then $2\pi^2/5$, and $\pi^2/6+\pi^2/24=5\pi^2/24$. The $s$ derivative at $s=2$, with $\Gamma'(2)=1-\gamma$, is $\int u\ln u\,n_B\,du=(1-\gamma)\pi^2/6+\zeta'(2)$. Factoring out $\pi^2/6$,
\begin{equation}
\frac{\Delta E}V=-\frac{T^2}{12\pi}\Big[\ln4\eta-1+\gamma-\frac{6\zeta'(2)}{\pi^2}-\frac{5\pi^2}{24\eta^2}+O(\eta^{-4})\Big].\label{low}
\end{equation}
The logarithm comes from the Coulomb singularity between states near the Fermi surface. It resides in $E_{\rm Fock}$, because (\ref{closed}) has none. At fixed density, $n=\frac1{3\pi^2}\int\varepsilon^{3/2}(-f')d\varepsilon$ with $(\mu+Tz)^{3/2}$ expanded gives $E_F^{3/2}=\mu^{3/2}(1+\frac38\langle z^2\rangle/\eta^2)$, so $\mu^2=E_F^2-\pi^2T^2/6$ to order $T^2$, and (\ref{closed}) lies below its $T=0$ value by $T^2/12\pi$ per volume. In this model an extrapolation to zero smearing that is quadratic in $T$ is valid for $E_{\rm FD}$ and misses a $T^2\ln T$ term for $E_{\rm Fock}$. Equation (\ref{low}) needs $\eta\gg1$ and a continuum of states on the scale $T$; a mesh with level spacing above $T$ is governed by (\ref{corr}).

\section{Reference numbers}

\subsection{Electron gas}

Take $r_s=4$ bohr and $T=0.01$ Ry, so $n=0.00373019$ bohr$^{-3}$, $E_F=0.230198$ Ry, $\mu=0.2298397$ Ry and $\eta=22.984$. In (\ref{closed}), $\mu^2/2=0.0264131$, $\pi^2T^2/6=0.0001645$, and the dilogarithm, $-1.04\times10^{-10}$, is negligible after multiplication by $T^2$. With $\pi^3n=3\pi^2/256=0.1156594$,
\begin{equation}
E_{\rm FD}/N=-0.0265776/0.1156594=-0.229792\ {\rm Ry}.
\end{equation}
Integration of (\ref{fockmu}) gives $E_{\rm Fock}/N=-0.2264755$ Ry. The difference, $-0.2297923+0.2264755=-0.0033168$ Ry, is the value of (\ref{dbl}): $\Delta E/N=-45.1$ meV, or 1.5\% of $|E_{\rm Fock}|$. In (\ref{low}) the prefactor is $T^2/(12\pi n)=0.0007111$ Ry, and $\ln\eta=3.134797$ plus the constant $1.533471$ gives $4.668268$. The product is $-0.003320$ Ry, 0.08\% larger in magnitude than the exact $\Delta E$. The next term, $2.05617/22.984^2=0.003892$, lowers the bracket to $4.664376$ and gives $-0.003317$ Ry. Relative to the $T=0$ value $-0.2290826$ Ry, $E_{\rm FD}/N$ moves by $-0.0007096$ Ry, smaller in magnitude than the leading estimate $-0.0007111$ Ry by 0.2\% of that estimate, and $E_{\rm Fock}/N$ by $+0.0026072$ Ry. At small $q$, $S_{\rm FD}/q=1.56070$ bohr at $q=0.01$ bohr$^{-1}$ against the limit $1.56075$ bohr, while $S_{\rm Fock}(0)=0.06506$. With $\omega_p=0.433013$ Ry, $S_{\rm RPA}\omega_p/q^2=0.99985$ at the same $q$.

\subsection{Dimerized ring}

A lattice with a complete basis makes (\ref{fd}) directly computable, with $\delta(r-r')$ a Kronecker delta. The model is a spinless ring of 8 sites with a chord distance of 4 bohr between neighbours, with alternating hoppings $-0.12$ and $-0.08$ Ry, site energies $\pm0.03$ Ry, $v=2/\sqrt{d^2+4}$ for chord distance $d$, $\mu=-0.14$ Ry and $T=0.03$ Ry. The four lowest levels, $-0.2022$, $-0.1473$ (twice) and $-0.0500$ Ry, have occupations $0.88841$, $0.56061$ and $0.04743$. The frequency integral of the Liouville response, the minimum formula and the average (\ref{ens}) over many-body ground states all give $-0.6176403$ Ry. The Fock formula, the Matsubara sum and the grand-canonical Fock-space average all give $-0.4511120$ Ry. The correction, $-0.1665283$ Ry, is 37\% of $|E_{\rm Fock}|$. Degenerate pairs supply $-0.1425671$ Ry of it, of which $-0.1212192$ Ry is diagonal when the degenerate shells are described by complex Bloch orbitals (the diagonal share depends on this choice of basis, the degenerate-pair total does not), and non-degenerate pairs the remaining $-0.0239612$ Ry. The number fluctuation is zero to rounding for the integral and $0.638888$ for the sum, matching $\sum f(1-f)=0.09914+2(0.24633)+0.04518+0.00192=0.6389$. With first-order Methfessel--Paxton occupations of width $0.06$ Ry at the same $\mu$, the integral and (\ref{main}) give $-0.6349135$ Ry, and the minimum formula gives $-0.6273389$ Ry, an error of 1.2\% of the correct value.

The numerical check tests these equalities, the integer-filling limit, the gas energies by independent quadratures, the three small-$q$ limits, and the coefficient $5\pi^2/24=2.05617$, found numerically as $2.05790$ at $\eta=100$.

\section*{Numbers as computed}
\begin{verbatim}
ring: N=8, t1=0.12, t2=0.08, stagger=0.03, mu=-0.14, T=0.03, MP width=0.06 Ry
ring: spacing=4.0 bohr, softening=2.0 bohr
ring levels (Ry): -0.2022 -0.1473 -0.1473 -0.0500 0.0500 0.1473 0.1473 0.2022
ring occupations: 0.88841 0.56061 0.56061 0.04743 0.00177 0.00007 0.00007 0.00001
ring particle number = 2.058978 
ring E_FD frequency integral = -0.6176403 Ry
ring E_FD min formula = -0.6176403 Ry
ring E_FD sharp ensemble = -0.6176403 Ry
ring E_Fock = -0.4511120 Ry
ring E Matsubara = -0.4511120 Ry
ring E grand canonical = -0.4511120 Ry
ring dE = -0.1665283 Ry
ring dE degenerate pairs = -0.1425671 Ry
ring dE diagonal n=m = -0.1212192 Ry
ring MP E_FD integral = -0.6349135 Ry
ring MP f(eps_>) formula = -0.6349135 Ry
ring MP min formula (fails) = -0.6273389 Ry
ring fluctuation FD (abs) = 4.2e-16 
ring fluctuation Matsubara = 0.638888 
gas: rs=4.0 bohr, T=0.01 Ry
n = 0.00373019 bohr^-3
kF = 0.479790 bohr^-1
EF = 0.230198 Ry
mu = 0.2298397 Ry
eta = 22.9840 
Li2(-e^-eta) = -1.04e-10 
E_x(T=0)/N = -0.2290826 Ry
E_FD/N from chi0 = -0.2297923 Ry
E_FD/N closed form = -0.2297923 Ry
E_Fock/N from S = -0.2264755 Ry
E_Fock/N mu integral = -0.2264755 Ry
dE/N double integral = -0.0033168 Ry
dE/N leading = -0.0033197 Ry
dE/N with 1/eta^2 = -0.0033169 Ry
E_FD/N - E_x(0)/N = -0.0007096 Ry
E_Fock/N - E_x(0)/N = 0.0026072 Ry
T^2/(12 pi n) = 0.0007111 Ry
dE/N = -45.128 meV
ln eta = 3.134797 
zeta'(2) = -0.937548 
gamma = 0.577216 
int u ln u/(e^u-1) = -0.242096 
ln4-1+gamma-6zeta'(2)/pi^2 = 1.533471 
5pi^2/24 = 2.05617 
same, numerical at eta=100 = 2.05790 
S_FD slope formula = 1.56075 bohr
S_FD/q at q=0.01 = 1.56070 bohr
(T/n)dn/dmu = 0.065059 
S_Fock at q=1e-4 = 0.065060 
omega_p = 0.433013 Ry
S_RPA omega_p/q^2 at q=0.01 = 0.99985
\end{verbatim}
